# Mean-field critical mixing temperature of a two-dimensional alloy

## Problem

A monolayer semiconductor for a transistor channel is alloyed by placing two species, A and B, on one of its sublattices. The crystal structure is the same for every composition. Let $x$ be the fraction of the sublattice sites occupied by B. The alloy is described as a regular solution: its mixing energy, measured from separate sheets of pure A and pure B material, is $\Omega x(1-x)$ per mixing site, with $\Omega=0.10$ eV independent of composition and temperature.

(a) Estimate by scaling the temperature below which the alloy unmixes.

(b) Find this critical temperature $T_c$ within mean-field theory, and the compositions of the coexisting phases at 300 K.

(c) Compare the two results, and judge how far the mean-field value can be trusted for a real sheet.

The Boltzmann constant is $k=8.617\times10^{-5}$ eV/K. A mixing site is one site of the shared sublattice, which need not be one formula unit.

## First estimate by scaling

The interaction supplies one energy, $\Omega$, and temperature enters as $kT$. The critical temperature must therefore have the form $kT_c=c\,\Omega$, with $c$ a pure number. Since $\Omega/k\approx1160$ K, only $c$ is missing.

To guess $c$, weigh the energy cost of mixing against the entropy gain at equal composition. The cost is $\Omega/4=0.025$ eV per site. Each site can hold either species, so the entropy gain is about $k\ln2$ per site. The two balance when

$$
\frac{\Omega}{4}=kT\ln2,\qquad T_{\rm est}=\frac{\Omega}{4k\ln2}\approx 419\ \text{K}.
$$

This corresponds to $c=1/(4\ln2)\approx0.36$. The scaling with $\Omega$ is secure within the model, but the number $c$ rests on a guess about which states compete.

## Solution within mean-field theory

### The free energy of mixing

The form $\Omega x(1-x)$ follows from counting bonds. Let each of $N$ sites have $z$ neighbours, so that there are $Nz/2$ bonds, with energies $e_{AA}$, $e_{BB}$ and $e_{AB}$. The mean-field assumption is that sites are occupied independently of their neighbours. A bond is then AA with probability $(1-x)^2$, BB with probability $x^2$, and mixed with probability $2x(1-x)$. The energy per site is

$$
\frac z2\left[(1-x)^2e_{AA}+x^2e_{BB}+2x(1-x)e_{AB}\right].
$$

The separated pure materials have energy $\frac z2[(1-x)e_{AA}+x\,e_{BB}]$ per site. On subtraction, both $(1-x)^2-(1-x)$ and $x^2-x$ equal $-x(1-x)$, which leaves

$$
\frac z2\,x(1-x)\left[2e_{AB}-e_{AA}-e_{BB}\right]=\Omega x(1-x),
\qquad
\Omega=z\left[e_{AB}-\frac{e_{AA}+e_{BB}}2\right].
$$

A positive $\Omega$ means that unlike neighbours cost energy.

For the entropy, $N_B=Nx$ atoms of B and $N_A=N(1-x)$ atoms of A can be arranged in $W=N!/(N_A!\,N_B!)$ ways. For large $N$, Stirling's formula $\ln N!\approx N\ln N-N$ gives

$$
\ln W\approx N\ln N-N_A\ln N_A-N_B\ln N_B
=-N\left[x\ln x+(1-x)\ln(1-x)\right].
$$

The linear terms cancel because $N_A+N_B=N$, and the terms in $\ln N$ cancel for the same reason. With entropy $k\ln W$, the free energy of mixing per site is

$$
f(x,T)=\Omega x(1-x)+kT\left[x\ln x+(1-x)\ln(1-x)\right].
$$

### The condition for unmixing

A uniform alloy of composition $x_0$ may split into regions of compositions $x_1$ and $x_2$, occupying fractions $w$ and $1-w$ of the sites. Conservation of atoms requires $wx_1+(1-w)x_2=x_0$. In a large sheet the boundary lines contain a negligible fraction of the sites, so the split state has free energy $wf(x_1)+(1-w)f(x_2)$ per site.

If $f$ is convex, this weighted average is never below $f(x_0)$, and the uniform alloy is stable. If $f''(x_0)<0$, a small symmetric split already lowers the free energy:

$$
\frac{f(x_0+\delta)+f(x_0-\delta)}2-f(x_0)\approx\frac12f''(x_0)\,\delta^2<0 .
$$

The sign of $f''$ is therefore needed. The derivative of $x\ln x$ is $\ln x+1$, and that of $(1-x)\ln(1-x)$ is $-\ln(1-x)-1$. Hence

$$
f'=\Omega(1-2x)+kT\ln\frac{x}{1-x},
$$

$$
f''=-2\Omega+kT\left(\frac1x+\frac1{1-x}\right)=-2\Omega+\frac{kT}{x(1-x)} .
$$

Because $x(1-x)=\frac14-(x-\frac12)^2\le\frac14$, the curvature obeys

$$
f''\ge4kT-2\Omega,
$$

with equality at $x=\frac12$. If $kT\ge\Omega/2$, the curvature is nowhere negative and no split can lower the free energy. If $kT<\Omega/2$, it is negative at $x=\frac12$ and the equal mixture unmixes. The boundary between the two cases is

$$
\boxed{T_c=\frac{\Omega}{2k}}
=\frac{0.10\ \text{eV}}{2\times8.617\times10^{-5}\ \text{eV/K}}
\approx580\ \text{K},
$$

or about 307 °C. A change of 0.001 eV in $\Omega$ moves $T_c$ by 5.8 K, so an uncertainty of 0.005 eV in the interaction alone means 29 K.

As a check that uses no derivatives, the lower convex envelope of $f$ was constructed on a grid of spacing 0.0005 in $x$. The temperature at which its straight segment disappears is 580.2 K, in agreement with the formula.

### The coexisting phases

Below $T_c$ the curvature vanishes at the two spinodal compositions, where $x(1-x)=kT/(2\Omega)=T/(4T_c)$. The lower one is

$$
x_s=\frac12\left(1-\sqrt{1-\frac T{T_c}}\right).
$$

Now follow $f'$ from $x=0$ to $x=\frac12$. It starts at $-\infty$, rises until $x_s$, and then falls to zero at $x=\frac12$. Its value at $x_s$ must be positive, so it has one zero $x_b$ between 0 and $x_s$. Since $f(x)=f(1-x)$, the points $x_b$ and $1-x_b$ are equal minima of $f$, and they are its lowest points. Any alloy with composition between them reaches this lowest value by splitting into these two phases. Their compositions satisfy

$$
\Omega(1-2x_b)=kT\ln\frac{1-x_b}{x_b}.
$$

At 300 K the numerical solution is $x_b=0.0247$, with partner $0.9753$. Inserting it gives $0.10\times0.9506=0.0951$ eV on the left and $0.02585\times3.676=0.0950$ eV on the right, equal within rounding. The spinodal compositions are 0.153 and 0.847. Between 0.0247 and 0.153, and in the mirror-image range, the uniform alloy is metastable: small composition changes raise its free energy, although a large enough split lowers it.

Two limits show how the gap behaves. At low temperature $x_b$ is small, the left side tends to $\Omega$, and the logarithm tends to $-\ln x_b$. This gives $x_b\approx e^{-\Omega/kT}$, which is 0.021 at 300 K, about 15% below the full solution.

Near $T_c$, set $u=1-2x_b$. The logarithm becomes $\ln[(1+u)/(1-u)]=2\,\mathrm{artanh}\,u\approx2u+\frac23u^3$. Dividing the coexistence condition by $2kTu$, and using $\Omega=2kT_c$, gives

$$
\frac{T_c}{T}\approx1+\frac{u^2}3,
\qquad
u\approx\sqrt{3\left(1-\frac T{T_c}\right)},
$$

where the last form holds to leading order in $1-T/T_c$. The width of the gap, $u$, thus closes continuously as a square root in mean-field theory.

## Comparison of the two results

The estimate of 419 K is 28% below the mean-field value of 580 K. Both are proportional to $\Omega$; they differ in the constant, $1/(4\ln2)$ against $1/2$. The reason is the choice of competitor. The estimate asks when the equal mixture has the same free energy as the pure materials, $f(\frac12)=0$. The alloy has a better option, because it can split into two phases that are each still partly mixed and keep some of their entropy.

At 500 K, between the two temperatures, this can be seen directly. The uniform alloy has

$$
f(\tfrac12)=0.0250-0.0299=-0.0049\ \text{eV per site},
$$

so it is favoured over the pure materials. The phases with $x=0.196$ and $0.804$, however, have $f=0.01576-0.02132=-0.00556$ eV per site, which is lower still. The alloy unmixes despite its negative free energy of mixing. At $T_c$ itself $f(\frac12)=-0.0097$ eV per site: a negative free energy of mixing does not by itself establish stability.

The counting convention matters too. Suppose that 0.10 eV were quoted per formula unit, and that each unit contained two mixing sites, as on the chalcogen sublattice of a dichalcogenide monolayer. The interaction per site would be 0.05 eV and $T_c$ would be 290 K. The result of 580 K belongs to 0.10 eV per mixing site.

## How far the number can be trusted

Each correction below is applied separately to the mean-field model, with $\Omega=0.10$ eV held fixed. The shifts should not simply be added.

**Correlations between neighbours.** Mean-field theory ignores them. Consider a triangular sublattice, such as the metal plane of a dichalcogenide monolayer, with interactions between nearest neighbours. There $z=6$, and each unlike bond costs $v=\Omega/6$. This is the triangular Ising model, whose known exact critical condition is $e^{2v/kT}=3$. Therefore

$$
kT_c=\frac{2v}{\ln3}=\frac{\Omega}{3\ln3},\qquad T_c\approx352\ \text{K}.
$$

The quoted condition was compared with transfer-matrix calculations for periodic strips 6 and 7 sites wide. The ratio of strip width to correlation length is the same for both at 352.1 K, in agreement with the formula. For this short-range model, mean-field theory overestimates $T_c$ by 65% relative to the exact value. At 400 K the two descriptions even disagree on whether the equal mixture is stable.

**Coherency strain.** Let the lattice constants of the pure materials differ by a fraction $\eta$, and let the lattice constant vary linearly with $x$. If a flat sheet unmixes into stripes without dislocations, all stripes must share one length along their direction. A stripe of composition $x$ in a sheet of mean composition $x_0$ then carries the elastic strain $-\eta(x-x_0)$ along its length. Across the stripes the sheet relaxes until the stress vanishes. With sheet Young modulus $Y$ and area $a_s$ per site, the energy of this uniaxial stress is $\frac12Ya_s\eta^2(x-x_0)^2$ per site. It adds $Ya_s\eta^2$ to $f''$, and the condition $f''(\frac12)=0$ becomes

$$
4kT_c=2\Omega-Ya_s\eta^2 .
$$

Take a lattice constant of 0.32 nm and one mixing site per cell, as on the metal sublattice, so that $a_s=0.0887$ nm², with $Y=120$ N/m and $\eta=0.03$. Then $Ya_s=66.4$ eV, the strain term is $66.4\times0.0009=0.060$ eV, and $T_c$ falls to 407 K. In this model, coherent unmixing disappears altogether when $Ya_s\eta^2$ reaches $2\Omega$, at a mismatch of about 5.5%. Dislocations or buckling would relieve part of the strain and weaken this effect.

**Vibrations and asymmetry.** An excess vibrational entropy $\sigma x(1-x)$ per site replaces $\Omega$ by $\Omega-\sigma T$. The critical condition is then $2kT_c=\Omega-\sigma T_c$, or $T_c=\Omega/(2k+\sigma)$. For an assumed $\sigma=0.2k$ this is about 527 K; a negative $\sigma$ would raise $T_c$ instead.

If the interaction depends on composition as $\Omega+\Omega_1(1-2x)$, the added energy is $\Omega_1(x-3x^2+2x^3)$, with second derivative $-6\Omega_1(1-2x)$. The spinodal becomes $kT=x(1-x)[2\Omega+6\Omega_1(1-2x)]$. For $\Omega_1=0.010$ eV its maximum is 593 K, at $x=0.43$. This asymmetry moves the critical composition noticeably but the temperature by only 2%.

**Time to reach equilibrium.** Phase separation requires atoms to change places. With an assumed barrier $E=2.0$ eV and attempt rate $\nu=10^{13}$ s⁻¹, the Arrhenius estimate of the time per exchange is $e^{E/kT}/\nu$. It is about 1 ms at 1000 K, $2.4\times10^4$ s (about six and a half hours) at 580 K, and $4\times10^{20}$ s at 300 K. With this barrier, an alloy mixed at 1000 K and cooled quickly would stay mixed at room temperature, although its equilibrium state there is separated.

**Real channel materials.** The lattice constant, stiffness and growth temperature used here are rough values for semiconducting dichalcogenide monolayers. The interaction of 0.10 eV per site is a model value, not one derived for a particular pair of species. Molybdenum and tungsten in a disulfide have nearly equal lattice constants, so a difference in size gives them little reason to separate. Sulfur and tellurium differ far more in size, with a lattice mismatch of roughly 10%. They share the chalcogen sublattice, whose two sites per cell halve $a_s$ and so raise the 5.5% limit found above by a factor $\sqrt2$, to about 7.8%. With $\Omega$ held at 0.10 eV per site, a flat coherent sheet would not unmix at this mismatch in the model used here; it would need $\Omega>Ya_s\eta^2/2\approx0.17$ eV. This is not a prediction for real sulfur–tellurium alloys, because a mismatch also raises $\Omega$ itself. In the same flat, isotropic elastic picture a random alloy is a superposition of composition waves, and it stores roughly $\frac12Ya_s\eta^2x(1-x)$ per site. That is a contribution of about 0.17 eV to $\Omega$, already more than the 0.10 eV assumed, although out-of-plane relaxation of the chalcogen atoms would reduce it. Coherency cancels roughly this elastic part of the driving force, whereas dislocations or buckling leave part of it available to drive unmixing. The assumption of one crystal structure can fail too, since molybdenum ditelluride and tungsten ditelluride favour different structures. Rapidly cooled films also break the assumption of equilibrium. The value of 580 K is thus the mean-field answer for the stated interaction. In the examples above, nearest-neighbour correlations and a 3% coherent mismatch each lower it by roughly 170 to 230 K. The shifts in a particular film depend on its own interactions and stiffness, and slow diffusion can hide the transition. The numerical output below lists the values used.

## Numbers as computed

```
Boltzmann constant: 8.617333e-05 eV/K
Interaction omega: 0.10 eV per mixing site
Critical temperature, formula: 580.2 K
Critical temperature, convex hull: 580.2 K
Critical temperature, converted: 307 C
Shift of Tc per 0.001 eV in omega: 5.80 K
kTc: 0.0500 eV
Mixing energy at x=1/2: 0.0250 eV per site
Entropy term -T*s at x=1/2, Tc: -0.03466 eV per site
f at x=1/2, Tc: -0.00966 eV per site
Temperature of use: 300 K
Spinodal x at use: 0.153 and 0.847
Coexistence x at use: 0.0247 and 0.9753
Hull coexistence x at use: 0.0245 and 0.9755
Temperature where f(1/2)=0: 418.5 K
Trap temperature: 500 K
f(1/2) at trap temperature: -0.00487 eV per site
Coexistence x at trap: 0.196 and 0.804
Tc if omega is per two-site formula unit: 290.1 K
Triangular lattice, exact formula: 352.1 K
Triangular lattice, strips of width 6 and 7: 352.1 K
Ratio triangular to mean-field Tc: 0.607
Excess vibrational entropy coefficient: 0.2 k
Tc with vibrational entropy: 527.5 K
Asymmetry omega_1: 0.010 eV per site
Tc with asymmetry: 592.7 K at x=0.429
Lattice constant: 0.32 nm
Area per mixing site: 0.0887 nm2
Sheet Young modulus: 120 N/m
Linear mismatch of pure phases: 3.0 percent
Modulus times site area: 66.4 eV
Strain coefficient: 0.0598 eV per site
Tc with coherency strain: 406.8 K
Hop barrier: 2.0 eV
Attempt rate: 1e+13 1/s
Growth temperature: 1000 K
Hop time at growth temperature: 1.2e-03 s
Hop time at mean-field Tc: 2.4e+04 s
Hop time at temperature of use: 4.0e+20 s
```
